# What a Spectroscopic Titration of a Weak Adduct Can Determine: a numerical check

```python
# Result under test: titrating a fixed total acceptor a with donor d (A + D <=> AD,
# association constant K, absorptivity change Delta, path 1 cm) with small bound
# fraction theta = [AD]/a fixes only Q = K*Delta/(1+K*a), which is the product
# P = K*Delta when K*a << 1. The relative error of K is at least 1/theta_max times
# the relative amplitude error. Concentrations in mol/L, K in L/mol,
# Delta in L/(mol cm), signal in absorbance units, sigma = noise of one reading.
import numpy as np
from scipy.constants import R
from scipy.optimize import brentq
from scipy.stats import norm

rng = np.random.default_rng(7)


def adduct_over_K(d, a, K):
    s = 1 + K * (a + d)
    return 2 * a * d / (s + np.sqrt(s * s - 4 * K * K * a * d))


def signal(d, a, P, K):
    return P * adduct_over_K(d, a, K)


def columns(d, a, P, K, q=(1.0, 1.0), h=1e-4):
    """Numerical derivatives with respect to the scale factors of P and K."""
    cP = (signal(d, a, P * (q[0] + h), K * q[1])
          - signal(d, a, P * (q[0] - h), K * q[1])) / (2 * h)
    cK = (signal(d, a, P * q[0], K * (q[1] + h))
          - signal(d, a, P * q[0], K * (q[1] - h))) / (2 * h)
    return np.column_stack([cP, cK])


def covariance(d, a, P, K, sigma):
    J = columns(d, a, P, K)
    return np.linalg.inv(J.T @ J) * sigma**2


def fit(y, d, a, P, K):
    """Least squares by Gauss-Newton; returns fitted P and K relative to inputs."""
    q = np.array([1.0, 1.0])
    for _ in range(25):
        r = y - signal(d, a, P * q[0], K * q[1])
        step = np.linalg.lstsq(columns(d, a, P, K, q), r, rcond=None)[0]
        q = q + step
        if np.max(np.abs(step)) < 1e-8:
            break
    assert np.max(np.abs(step)) < 1e-5
    return q


# Equilibrium solved numerically: line law, sensitivity g, and |g-g0| <= theta
for _ in range(300):
    a = 1.0
    K = 10**rng.uniform(-3, 2)
    d = 10**rng.uniform(-2, 2)
    x = brentq(lambda t: K * (a - t) * (d - t) - t, 0, min(a, d),
               xtol=1e-15, rtol=1e-14)
    theta = x / a
    assert abs(K * adduct_over_K(d, a, K) / x - 1) < 1e-8
    line = K * a * d / (1 + K * a)
    assert abs(x / line - 1 + theta / (1 + (1 - theta) * K * a)) < 1e-8
    s = K * (a + d - 2 * x)
    J = columns(np.array([d]), a, 1.0, K)
    slope = J[0, 1] / signal(d, a, 1.0, K)
    assert abs(slope + s / (1 + s)) < 1e-6
    assert abs(-slope - K * a / (1 + K * a)) <= theta + 1e-6

# Error of K from the full information matrix, against the sum and the bound
smallest = np.inf
for _ in range(300):
    a, K = 1.0, 10**rng.uniform(-2, 1)
    d = 10**rng.uniform(-0.5, 1.5, 8)
    y = signal(d, a, 1.0, K)
    x = K * y
    sdK = np.sqrt(covariance(d, a, 1.0, K, 1.0)[1, 1])
    s = K * (a + d - 2 * x)
    g = s / (1 + s)
    gbar = np.sum(y**2 * g) / np.sum(y**2)
    assert abs(sdK * np.sqrt(np.sum(y**2 * (g - gbar)**2)) - 1) < 1e-3
    smallest = min(smallest, sdK * np.max(x) * np.sqrt(np.sum(y**2)))
assert smallest >= 1
print(f"random series: smallest (error of K)/(lower bound) = {smallest:.2f}")

# Weak limit for many evenly spread points: coefficients 80, 48 and 3
N, kap = 4000, 1e-4
u = np.arange(1, N + 1) / N
C = covariance(u, 1e-9, 1e9, kap, 1.0)
coefK, coefP = N * C[1, 1] * kap**2, N * C[0, 0]
coef0 = N / np.sum(signal(u, 1e-9, 1e9, kap)**2)
assert abs(coefK / 80 - 1) < 5e-3 and abs(coefP / 48 - 1) < 5e-3
assert abs(coef0 / 3 - 1) < 5e-3
print(f"weak-limit coefficients: K {coefK:.2f}, P {coefP:.2f}, "
      f"P with K known {coef0:.3f}")

# Strong binding with scarce donor: small theta, but the product is not fixed
aS, KS, DS = 1e-3, 1e4, 1e3
dS = np.linspace(0.005, 0.05, 10) * aS
yS = signal(dS, aS, KS * DS, KS)
same_product = signal(dS, aS, KS * DS, 2 * KS) / yS
PQ = KS * DS * (1 + 2 * KS * aS) / (1 + KS * aS)
same_Q = signal(dS, aS, PQ, 2 * KS) / yS
thS = np.max(yS) / DS / aS
assert np.max(abs(same_product - (1 + KS*aS) / (1 + 2*KS*aS))) < 0.01
assert np.max(abs(same_Q - 1)) < thS
print(f"strong case: K = {KS:.0f} L/mol, a = {aS:.3f} mol/L, K*a = {KS*aS:.0f}")
print(f"strong case: Delta = {DS:.0f} L/(mol cm), "
      f"largest donor = {dS[-1]:.1e} mol/L")
print(f"strong case: largest bound fraction = {thS:.4f}")
print(f"strong case: K doubled, same product: signal ratio {same_product[-1]:.3f}")
print(f"strong case: K doubled, same Q: largest change "
      f"{100*np.max(abs(same_Q-1)):.2f} %")

# Worked example: benzene donor, iodine acceptor, rough typical parameters
K, Delta, sigma, n = 0.2, 15000.0, 0.001, 10
P = K * Delta
T, H, warming = 298.15, -6000.0, 1.0
V = 78.11 / 880.0
eta = H * warming / (R * T**2)
delta = 0.01
print(f"K = {K} L/mol, Delta = {Delta:.0f} L/(mol cm), P = {P:.0f} L^2/(mol^2 cm)")
print(f"noise = {sigma} absorbance, points = {n}")
print(f"T = {T} K, rough binding enthalpy = {H/1000:.0f} kJ/mol")
print(f"relative change of K for {warming:.0f} K warming = {100*eta:.2f} %")
print(f"rough molar volume of benzene = {V:.4f} L/mol")

errK = []
for name, dm, a in (("series 1", 0.5, 2e-4), ("series 2", 0.05, 2e-3)):
    d = dm * np.arange(1, n + 1) / n
    u = d / dm
    y = signal(d, a, P, K)
    thmax = y[-1] / Delta / a
    C = covariance(d, a, P, K, sigma)
    sdP, sdK = np.sqrt(np.diag(C))
    sdD = np.sqrt(C[0, 0] + C[1, 1] - 2 * C[0, 1])
    corr = (C[0, 1] - C[1, 1]) / (sdK * sdD)
    bound = sigma / np.sqrt(np.sum(y**2)) / thmax
    S2, S3, S4 = (np.sum(u**k) for k in (2, 3, 4))
    lead = sigma / (P * a * dm) * np.sqrt(S2 / (S2 * S4 - S3**2)) / (K * dm)
    errK.append(sdK)
    sims = np.array([fit(y + sigma * rng.standard_normal(n), d, a, P, K)
                     for _ in range(1500)])
    mcP, mcK = np.std(sims, axis=0)
    assert abs(mcP / sdP - 1) < 0.1 and abs(mcK / sdK - 1) < 0.1
    negative = np.mean(sims[:, 1] <= 0)
    assert abs(negative - norm.cdf(-1 / sdK)) < 0.05
    assert sdK >= bound and corr < -0.99
    print(f"{name}: donor up to {dm} mol/L, acceptor {a} mol/L, K*a = {K*a:.1e}")
    print(f"{name}: largest signal {y[-1]:.4f}, bound fraction {thmax:.4f}")
    print(f"{name}: error of K {100*sdK:.1f} %, simulated {100*mcK:.1f} %")
    print(f"{name}: lower bound {100*bound:.2f} %, weak-limit law {100*lead:.1f} %")
    print(f"{name}: error of P {100*sdP:.2f} %, simulated {100*mcP:.2f} %")
    print(f"{name}: error of Delta {100*sdD:.1f} %, "
          f"correlation of ln K, ln Delta {corr:.5f}")
    print(f"{name}: simulated fits with K <= 0: {100*negative:.1f} %")
    for factor in (0.0, 0.5, 2.0):
        shape = signal(d, a, 1.0, factor * K)
        Pr = shape @ y / (shape @ shape)
        res = y - Pr * shape
        misfit, chi2 = np.max(abs(res)), np.sum(res**2) / sigma**2
        if dm < 0.1:
            assert misfit < sigma
        else:
            assert misfit > sigma
        print(f"{name}: rival K = {factor*K:.1f} L/mol: P ratio {Pr/P:.4f}, "
              f"misfit {1000*misfit:.3f} mAU, chi2 {chi2:.2f}")
    # Neglected effects, each put into noise-free data and fitted with the 1:1 law
    Kdrift = K * np.exp(eta * u)
    K2 = K / 4
    two = a * Delta * (K*d + 2*K*K2*d**2) / (1 + K*d + K*K2*d**2)
    cases = (("1 K warming", signal(d, a, Delta*Kdrift, Kdrift), -eta/dm, 1.0),
             ("medium, signal*(1+V*d)", y * (1 + V * d), -V, 1.0),
             ("AD2, equal sites", two, -K / 2, 1.0),
             ("1 % donor background", y + delta*P*a*d, -delta*K, 1 + delta))
    for label, data, shift, Pexpected in cases:
        qP, qK = fit(data, d, a, P, K)
        if dm < 0.1:
            assert abs(K * (qK - 1) - shift) < 0.05 * abs(shift) + 5e-4
            assert abs(qP - Pexpected) < 3e-3
        print(f"{name}: {label}: K {K*qK:.4f} L/mol, P ratio {qP:.4f}")
    print(f"{name}: benzene volume fraction {100*V*dm:.2f} %, "
          f"1 % background = {delta*P*a:.4f} L/(mol cm)")

assert errK[1] > 5 * errK[0]
print(f"error of K, series 2 / series 1 = {errK[1]/errK[0]:.2f}")
print("tests ok")
```

It prints:

```
random series: smallest (error of K)/(lower bound) = 3.28
weak-limit coefficients: K 79.98, P 47.99, P with K known 2.999
strong case: K = 10000 L/mol, a = 0.001 mol/L, K*a = 10
strong case: Delta = 1000 L/(mol cm), largest donor = 5.0e-05 mol/L
strong case: largest bound fraction = 0.0453
strong case: K doubled, same product: signal ratio 0.525
strong case: K doubled, same Q: largest change 0.19 %
K = 0.2 L/mol, Delta = 15000 L/(mol cm), P = 3000 L^2/(mol^2 cm)
noise = 0.001 absorbance, points = 10
T = 298.15 K, rough binding enthalpy = -6 kJ/mol
relative change of K for 1 K warming = -0.81 %
rough molar volume of benzene = 0.0888 L/mol
series 1: donor up to 0.5 mol/L, acceptor 0.0002 mol/L, K*a = 4.0e-05
series 1: largest signal 0.2727, bound fraction 0.0909
series 1: error of K 10.2 %, simulated 9.8 %
series 1: lower bound 2.01 %, weak-limit law 8.4 %
series 1: error of P 0.76 %, simulated 0.73 %
series 1: error of Delta 9.5 %, correlation of ln K, ln Delta -0.99981
series 1: simulated fits with K <= 0: 0.0 %
series 1: rival K = 0.0 L/mol: P ratio 0.9275, misfit 5.517 mAU, chi2 107.86
series 1: rival K = 0.1 L/mol: P ratio 0.9639, misfit 2.677 mAU, chi2 25.43
series 1: rival K = 0.4 L/mol: P ratio 1.0713, misfit 4.920 mAU, chi2 86.44
series 1: 1 K warming: K 0.2163 L/mol, P ratio 1.0000
series 1: medium, signal*(1+V*d): K 0.1046 L/mol, P ratio 0.9990
series 1: AD2, equal sites: K 0.1000 L/mol, P ratio 1.0000
series 1: 1 % donor background: K 0.1977 L/mol, P ratio 1.0100
series 1: benzene volume fraction 4.44 %, 1 % background = 0.0060 L/(mol cm)
series 2: donor up to 0.05 mol/L, acceptor 0.002 mol/L, K*a = 4.0e-04
series 2: largest signal 0.2969, bound fraction 0.0099
series 2: error of K 86.1 %, simulated 86.8 %
series 2: lower bound 17.31 %, weak-limit law 84.3 %
series 2: error of P 0.72 %, simulated 0.73 %
series 2: error of Delta 85.4 %, correlation of ln K, ln Delta -1.00000
series 2: simulated fits with K <= 0: 12.7 %
series 2: rival K = 0.0 L/mol: P ratio 0.9918, misfit 0.632 mAU, chi2 1.37
series 2: rival K = 0.1 L/mol: P ratio 0.9959, misfit 0.315 mAU, chi2 0.34
series 2: rival K = 0.4 L/mol: P ratio 1.0082, misfit 0.623 mAU, chi2 1.33
series 2: 1 K warming: K 0.3636 L/mol, P ratio 1.0003
series 2: medium, signal*(1+V*d): K 0.1104 L/mol, P ratio 0.9998
series 2: AD2, equal sites: K 0.1000 L/mol, P ratio 1.0002
series 2: 1 % donor background: K 0.1980 L/mol, P ratio 1.0100
series 2: benzene volume fraction 0.44 %, 1 % background = 0.0600 L/(mol cm)
error of K, series 2 / series 1 = 8.44
tests ok
```
